# Rayleigh Scattering by Hydrogen 1s: Low-Frequency Law and Interference Zero: test program

```python
"""Rayleigh scattering by hydrogen 1s (fixed nucleus, dipole approximation).

Result under test, in atomic units:
  sigma = sigma_T * (omega^2 * alpha(omega))^2
  sigma/sigma_T -> (81/64) x^4 (1 + 319/108 x^2), x = omega/omega_ion,
  and alpha(omega) has one zero between Lyman alpha and Lyman beta.
Symbols: omega = photon frequency, omega_ion = 1/2, alpha = dynamic dipole
polarizability, sigma_T = Thomson cross section, kappa = sqrt(-2E) for the
energy E of the intermediate p wave.
Closed form: Sturmian series. Independent side: diagonalization of the radial
p-wave Hamiltonian in a fixed Laguerre basis, with quadrature integrals.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_legendre

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
SIGMA_T = const.physical_constants["Thomson cross section"][0] * 1e20
HC = const.h * const.c / const.e * 1e10
LY_ALPHA, LY_BETA = 3 / 8, 4 / 9


# ---------- closed form ----------
def response(kappa):
    """<r u_1s | (H_p - E)^(-1) | r u_1s> from the Sturmian series."""
    n = np.arange(2, 200, dtype=float)
    xi = (1 - kappa) / (1 + kappa)
    bracket = ((n + 2) * xi ** (n - 2)
               - (n - 2) * xi ** np.maximum(n - 3, 0))
    terms = n * (n**2 - 1) * bracket**2 / (n * kappa - 1)
    return 64 * kappa**4 / (1 + kappa) ** 10 * terms.sum()


def alpha_closed(omega):
    return (response(np.sqrt(1 - 2 * omega))
            + response(np.sqrt(1 + 2 * omega))) / 3


def radial_squared(n):
    """Squared radial dipole integral 1s-np from the pole residue."""
    return 256 * n**7 * (n - 1.0) ** (2*n - 5) / (n + 1.0) ** (2*n + 5)


# ---------- independent side: radial diagonalization ----------
decay, size, r_max = 0.5, 40, 300.0
nodes, weights = roots_legendre(1000)
r = 0.5 * r_max * (nodes + 1)
w = 0.5 * r_max * weights
x = 2 * decay * r
k = np.arange(size)[:, None]
norm = np.sqrt(2 * decay) * np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 5)))
lag = eval_genlaguerre(k, 4.0, x[None, :])
dlag = np.where(k > 0,
                -eval_genlaguerre(np.maximum(k - 1, 0), 5.0, x[None, :]), 0.0)
basis = norm * x**2 * np.exp(-x / 2) * lag
dbasis = (2 * decay * norm * np.exp(-x / 2)
          * ((2 * x - x**2 / 2) * lag + x**2 * dlag))
overlap = (basis * w) @ basis.T
assert np.max(abs(overlap - np.eye(size))) < 1e-9
hamiltonian = (0.5 * (dbasis * w) @ dbasis.T
               + (basis * (w * (1 / r**2 - 1 / r))) @ basis.T)
energies, vectors = eigh(hamiltonian, overlap)
states = vectors.T @ basis
gaps = energies + 0.5
assert abs(gaps[0] - LY_ALPHA) < 1e-9 and abs(gaps[1] - LY_BETA) < 1e-9

R1, dR1 = 2 * np.exp(-r), -2 * np.exp(-r)
R2 = (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
dR2 = (r / 4 - 1) * np.exp(-r / 2) / np.sqrt(2)
length1, length2 = states @ (w * r**2 * R1), states @ (w * r**2 * R2)
veloc1, veloc2 = states @ (w * r * dR1), states @ (w * r * dR2)


def amplitude(final, initial, omega, omega_out):
    return np.sum(final * initial * (1 / (gaps - omega)
                                     + 1 / (gaps + omega_out))) / 3


def alpha_basis(omega):
    return amplitude(length1, length1, omega, omega)


# Closed polarizability against diagonalization, below and between the lines.
for omega in (0.0, 0.1, 0.25, 0.36, 0.39, 0.42, 0.44):
    direct = alpha_basis(omega)
    assert abs(alpha_closed(omega) - direct) < 1e-7 * (1 + abs(direct))
# Pole residues against dipole integrals with the computed 2p and 3p states.
for index, n in enumerate((2, 3)):
    assert abs(radial_squared(n) - length1[index] ** 2) < 1e-8

# Perturbed functions: f(r) cos(theta) phi_1s solves the response equations.
s = sp.symbols("s", positive=True)
first = s + s**2 / 2
second = sp.Rational(11, 6)*s + sp.Rational(11, 12)*s**2 + s**3/6


def shifted_h(f):
    """(H - E_1s) on f(r) cos(theta) exp(-r), angular and exp removed."""
    u = f * sp.exp(-s)
    full = (-(sp.diff(u, s, 2) + 2*sp.diff(u, s)/s - 2*u/s**2)/2
            - u/s + u/2)
    return sp.simplify(full * sp.exp(s))


def overlap_1s(f, g):
    return sp.integrate(sp.expand(4*s**2*f*g)*sp.exp(-2*s), (s, 0, sp.oo))/3


assert sp.simplify(shifted_h(first) - s) == 0
assert sp.simplify(shifted_h(second) - first) == 0
alpha_static = sp.simplify(2 * overlap_1s(s, first))
alpha_quadratic = sp.simplify(2 * overlap_1s(first, second))
assert abs(float(alpha_static) - 2/3*np.sum(length1**2/gaps)) < 1e-8
assert abs(float(alpha_quadratic) - 2/3*np.sum(length1**2/gaps**3)) < 1e-7
lead = alpha_static**2 / 16
correction = alpha_quadratic / (2 * alpha_static)
assert lead == sp.Rational(81, 64) and correction == sp.Rational(319, 108)

# Angular and polarization sum, with explicit polarization vectors.
mu, wmu = roots_legendre(12)
phi = np.arange(16) * 2 * np.pi / 16
e_theta_x = mu[:, None] * np.cos(phi)
e_phi_x = -np.sin(phi)[None, :]
angular = np.sum(wmu[:, None] * (e_theta_x**2 + e_phi_x**2)) * 2*np.pi/16
assert abs(angular - 8 * np.pi / 3) < 1e-12
assert abs(angular * const.fine_structure**4 * BOHR**2 / SIGMA_T - 1) < 1e-7

# Velocity form, with its free-electron term, against the length form.
for omega in (0.02, 0.2, 0.41):
    velocity = 1 - amplitude(veloc1, veloc1, omega, omega)
    assert abs(velocity + omega**2 * alpha_closed(omega)) < 1e-6

# The zero, its uniqueness, and the states that produce it.
zero = brentq(alpha_closed, LY_ALPHA + 1e-4, LY_BETA - 1e-4, xtol=1e-14)
zero_basis = brentq(alpha_basis, LY_ALPHA + 1e-4, LY_BETA - 1e-4, xtol=1e-14)
assert abs(zero - zero_basis) < 1e-9
scan = np.array([alpha_basis(v) for v in
                 np.linspace(LY_ALPHA + 1e-4, LY_BETA - 1e-4, 1500)])
assert np.all(np.diff(scan) > 0) and scan[0] < 0 < scan[-1]
below = [alpha_basis(v) for v in np.linspace(0, LY_ALPHA - 1e-4, 500)]
assert min(below) > 0

line = np.array([LY_ALPHA, LY_BETA])
strength = 2/3 * line * np.array([radial_squared(2), radial_squared(3)])
parts = strength / (line**2 - zero**2)
rest = 2/3 * np.sum((length1**2 * gaps / (gaps**2 - zero**2))[2:])
assert parts[0] < 0 < parts[1] and rest > 0
assert abs(parts.sum() + rest) < 1e-6
two_line = np.sqrt((strength[0]*line[1]**2 + strength[1]*line[0]**2)
                   / strength.sum())
assert abs(two_line - zero) > 1e-4

# Raman scattering to 2s at the zero, in length and velocity forms.
omega_out = zero - LY_ALPHA
raman = amplitude(length2, length1, zero, omega_out)
raman_velocity = -amplitude(veloc2, veloc1, zero, omega_out)
assert abs(raman_velocity + zero * omega_out * raman) < 1e-6
raman_ratio = zero * omega_out**3 * raman**2
assert raman_ratio > 1e-6

# ---------- printed numbers ----------
print(f"Ionization energy, fixed nucleus: {HARTREE/2:.4f} eV")
print(f"Thomson cross section: {SIGMA_T:.5e} angstrom^2")
print(f"Static polarizability: {alpha_static} a.u.")
print(f"omega^2 coefficient of alpha: {alpha_quadratic} a.u.")
print(f"Leading coefficient of sigma/sigma_T: {lead} = {float(lead):.6f}")
print(f"Relative x^2 correction: {correction} = {float(correction):.5f}")
print("Below Lyman alpha: sigma/sigma_T (dimensionless)")
print("energy (eV), full, leading law, law with x^2 correction")
for energy in (1.0, 2.0, 4.0, 8.0):
    omega = energy / HARTREE
    full = (omega**2 * alpha_closed(omega)) ** 2
    law = float(lead) * (2 * omega) ** 4
    better = law * (1 + float(correction) * (2 * omega) ** 2)
    print(f"  {energy:4.1f}  {full:.5e}  {law:.5e}  {better:.5e}")
print("Between the lines: energy (eV), alpha (a.u.), sigma/sigma_T")
for energy in (10.5, 11.0, 11.5, 12.0):
    omega = energy / HARTREE
    value = alpha_closed(omega)
    print(f"  {energy:4.1f}  {value:.4f}  {(omega**2*value)**2:.5e}")
for name, value in (("Lyman alpha", LY_ALPHA), ("Lyman beta", LY_BETA)):
    print(f"{name} energy: {value*HARTREE:.4f} eV")
    print(f"{name} wavelength: {HC/(value*HARTREE):.3f} angstrom")
print(f"Zero, frequency: {zero:.8f} a.u.")
print(f"Zero, omega/omega_ion: {2*zero:.7f}")
print(f"Zero, photon energy: {zero*HARTREE:.5f} eV")
print(f"Zero, wavelength, fixed nucleus: {HC/(zero*HARTREE):.3f} angstrom")
mass_factor = 1 + const.m_e / const.m_p
print("Zero, wavelength, proton reduced mass: "
      f"{HC/(zero*HARTREE)*mass_factor:.3f} angstrom")
print(f"Oscillator strength 1s-2p: {strength[0]:.6f}")
print(f"Oscillator strength 1s-3p: {strength[1]:.6f}")
print(f"alpha at zero, 2p part: {parts[0]:.5f} a.u.")
print(f"alpha at zero, 3p part: {parts[1]:.5f} a.u.")
print(f"alpha at zero, all higher states: {rest:.5f} a.u.")
print(f"Zero if only 2p and 3p are kept: {two_line*HARTREE:.5f} eV")
print(f"Raman photon energy at the zero: {omega_out*HARTREE:.5f} eV")
print(f"Raman amplitude M to 2s at the zero: {raman:.5f} a.u.")
print(f"Raman sigma/sigma_T at the zero: {raman_ratio:.5e}")
print(f"Raman cross section at the zero: {raman_ratio*SIGMA_T:.5e} angstrom^2")
print("all tests passed")
```

It prints:

```
Ionization energy, fixed nucleus: 13.6057 eV
Thomson cross section: 6.65246e-09 angstrom^2
Static polarizability: 9/2 a.u.
omega^2 coefficient of alpha: 319/12 a.u.
Leading coefficient of sigma/sigma_T: 81/64 = 1.265625
Relative x^2 correction: 319/108 = 2.95370
Below Lyman alpha: sigma/sigma_T (dimensionless)
energy (eV), full, leading law, law with x^2 correction
   1.0  3.75306e-05  3.69337e-05  3.75230e-05
   2.0  6.30671e-04  5.90939e-04  6.28655e-04
   4.0  1.24733e-02  9.45502e-03  1.18689e-02
   8.0  7.42875e-01  1.51280e-01  3.05766e-01
Between the lines: energy (eV), alpha (a.u.), sigma/sigma_T
  10.5  -46.3921  4.77136e+01
  11.0  -13.3092  4.73012e+00
  11.5  -3.6398  4.22611e-01
  12.0  22.2252  1.86816e+01
Lyman alpha energy: 10.2043 eV
Lyman alpha wavelength: 1215.023 angstrom
Lyman beta energy: 12.0939 eV
Lyman beta wavelength: 1025.175 angstrom
Zero, frequency: 0.42953765 a.u.
Zero, omega/omega_ion: 0.8590753
Zero, photon energy: 11.68831 eV
Zero, wavelength, fixed nucleus: 1060.753 angstrom
Zero, wavelength, proton reduced mass: 1061.331 angstrom
Oscillator strength 1s-2p: 0.416197
Oscillator strength 1s-3p: 0.079102
alpha at zero, 2p part: -9.48540 a.u.
alpha at zero, 3p part: 6.07153 a.u.
alpha at zero, all higher states: 3.41387 a.u.
Zero if only 2p and 3p are kept: 11.81246 eV
Raman photon energy at the zero: 1.48405 eV
Raman amplitude M to 2s at the zero: 82.40675 a.u.
Raman sigma/sigma_T at the zero: 4.73169e-01
Raman cross section at the zero: 3.14774e-09 angstrom^2
all tests passed
```
